Damped phonon line shape and the limits of two Lorentzians

An inelastic scattering experiment on a crystal records, at fixed momentum transfer, how much intensity appears at each energy transfer ω. A long-lived phonon gives two peaks, one for creation and one for absorption of a quantum, the second weaker by the Boltzmann factor. If the damping acts as a frequency-independent friction and the temperature is well above the phonon energy, then as the damping grows at fixed restoring force the peaks broaden and move together until a single peak remains, which settles near ω = 0. It is tempting to fit all such spectra with two Lorentzians and to read the phonon energy from their centres. The question is when this is legitimate, and what replaces it when it is not.

**Setting and conventions**

Units have ħ = 1, and T stands for k_BT. The mode has a mass-normalised coordinate Q with momentum P, [Q,P] = i, and

H = P²/2 + V,

where V contains the term ω0²Q²/2, the anharmonic terms and the coupling to other coordinates; the other kinetic energies commute with Q and P. Let ⟨Q⟩ = 0, and let Q have no conserved static part, which would add a separate δ(ω) to the spectrum. Apart from instrumental resolution and slowly varying prefactors, the one-phonon intensity follows

S(ω) = ∫ dt e^{iωt} ⟨Q(t)Q(0)⟩,

with ω > 0 for energy given to the crystal. The retarded Green function is

D(t) = −iθ(t) ⟨[Q(t),Q(0)]⟩,  D(z) = ∫ dt e^{izt} D(t),  Im z > 0.

The self-energy Π is defined by

D(z) = 1/(z² − ω0² − Π(z)).

With D0 = 1/(z² − ω0²) this is the Dyson equation D = D0 + D0ΠD. Write χ''(ω) = −Im D(ω + i0).

**Assumption A.** Over the frequencies of interest Π(ω) = Π(0) − iγω, with γ > 0 and Ω² = ω0² + Π(0) > 0.

**Theorem.** Under Assumption A,

χ''(ω) = γω/[(ω² − Ω²)² + γ²ω²],  S(ω) = 2χ''(ω)/(1 − e^{−ω/T}).

Let S_cl = 2Tχ''/ω be the classical form, valid for |ω| ≪ T. Regarded as functions of all real ω:

(a) If γ < 2Ω, χ'' is a difference of two equal Lorentzians centred at ±ω1, with ω1 = √(Ω² − γ²/4).

(b) If γ ≥ 2Ω, χ'' is not a sum of two Lorentzians, whatever their real weights, real centres and widths.

(c) S_cl is not a sum of two Lorentzians of positive weight for any γ. If γ > 2Ω it is a narrow centred Lorentzian minus a broad one.

(d) S_cl has a single peak, at ω = 0, if and only if γ ≥ √2 Ω. For the symmetrised spectrum [S(ω) + S(−ω)]/2 the condition is γ² ≥ 2Ω² + Ω⁴/(12T²).

**Lemma 1: structure of the self-energy**

Let p_m be the Boltzmann weights, Q_mn the matrix elements between energy eigenstates, and ε = E_n − E_m. Since −i∫₀^∞ dt e^{i(z−ε)t} = 1/(z − ε), the two terms of the commutator give

D(z) = Σ_mn p_m|Q_mn|² [1/(z − ε) − 1/(z + ε)].

Exchanging m and n in the second term gives

D(z) = Σ_mn (p_m − p_n)|Q_mn|²/(z − ε).  (1)

Adding the terms mn and nm instead gives

D(z) = Σ_k w_k/(z² − ω_k²),  w_k > 0,

because each pair with ε > 0 has weight 2ε(p_m − p_n)|Q_mn|², and the lower level is the more populated. The weights sum to

Σ_k w_k = ⟨[[Q,H],Q]⟩ = ⟨[iP,Q]⟩ = 1.

Keep K lines, with K so large that the missing weight is negligible, and put u = z². Between neighbouring poles D falls from +∞ to −∞, since dD/du = −Σ w_k/(u − ω_k²)² < 0. It therefore has one zero v_j = e_j² > 0 in each of the K − 1 gaps, and its numerator, of degree K − 1, has no others. At each zero 1/D has the residue 1/D'(v_j) = −r_j with r_j > 0. At large u, 1/D = u − constant + O(1/u). Hence

Π(z) = Π(∞) + Σ_j r_j/(z² − e_j²),  r_j > 0.

For z = ω + iη with ω, η > 0, each denominator has a positive imaginary part, so Im Π < 0: the self-energy damps. When the lines become dense, Π can be a smooth function of ω. Because it depends on z², its real part is even in ω and its imaginary part odd. Assumption A keeps the first two terms of its expansion at low frequency.

**Lemma 2: a bath that realises Assumption A**

Couple Q to oscillators x_j through Q Σ c_j x_j, and apply a force f to Q. At frequency z,

(ω_j² − z²)x_j = −c_jQ,  (ω0² − z²)Q + Σ c_jx_j = f.

The first equation gives x_j = c_jQ/(z² − ω_j²). Linear response gives Q = −D f, so the second yields

Π(z) = Σ_j c_j²/(z² − ω_j²).

This has the form found in Lemma 1, apart from the constant Π(∞), which can be absorbed in ω0². A harmonic bath can therefore reproduce the linear response of Q in an anharmonic crystal at a given temperature. Now let the c_j² be spread over frequency ν with density (2/π)γΛ²ν²/(ν² + Λ²), where Λ is a cutoff. Partial fractions give

ν²/[(ν² + Λ²)(z² − ν²)] = [−Λ²/(ν² + Λ²) + z²/(z² − ν²)]/(z² + Λ²).

For Im z > 0 the integrals over ν from 0 to ∞ are

∫ dν/(ν² + Λ²) = π/(2Λ),  ∫ dν/(z² − ν²) = −iπ/(2z).

Therefore

Π(z) = −γΛ²(Λ + iz)/(z² + Λ²) = −γΛ²/(Λ − iz) = −γΛ − iγz + γz²/Λ + …

The first two terms are Assumption A with Ω² = ω0² − γΛ. The third changes the inertia by the fraction γ/Λ, so the bath must be fast: Λ ≫ γ, and Λ ≫ |ω| over the spectrum.

**Lemma 3: from response to intensity**

Inserting eigenstates in the definition of S gives

S(ω) = 2π Σ_mn p_m|Q_mn|² δ(ω − ε).

The imaginary part of (1) gives

χ''(ω) = π Σ_mn (p_m − p_n)|Q_mn|² δ(ω − ε).

On each line p_n = p_m e^{−ω/T}, so χ'' = (1 − e^{−ω/T})S/2, which is the relation in the theorem. For |ω| ≪ T the bracket is ω/T, and S becomes S_cl.

**Proof of the theorem**

*Line shape.* Under Assumption A, D = 1/(ω² − Ω² + iγω). Since −Im[1/(X + iY)] = Y/(X² + Y²), the stated χ'' follows.

*Part (a).* The denominator of D is (ω − ω₊)(ω − ω₋) with ω± = ±ω1 − iγ/2: the roots have sum −iγ and product −γ²/4 − ω1² = −Ω². Partial fractions give

D = (1/2ω1) [1/(ω − ω1 + iγ/2) − 1/(ω + ω1 + iγ/2)],

and the imaginary part is

χ'' = (1/2ω1) { (γ/2)/[(ω − ω1)² + γ²/4] − (γ/2)/[(ω + ω1)² + γ²/4] }.

The centres lie at ±ω1, not at ±Ω. The restoring force follows from the fitted centre and half width through Ω² = ω1² + γ²/4.

*Part (b).* For γ > 2Ω define the rates

a, b = γ/2 ± √(γ²/4 − Ω²),  a + b = γ,  ab = Ω².

Then a² + b² = γ² − 2Ω², and so

(ω² − Ω²)² + γ²ω² = (ω² + a²)(ω² + b²).  (2)

As a function of complex ω, χ'' has four simple poles, ±ia and ±ib. A Lorentzian with centre c and half width w has poles at c ± iw. Two Lorentzians can supply the four poles only if both centres are zero. Their sum is then even in ω, whereas χ'' is odd and not zero. At γ = 2Ω the denominator is (ω² + Ω²)², with double poles that the numerator γω does not cancel. Two Lorentzians with different poles have simple poles only, and two with the same poles merge into one Lorentzian, again with simple poles. Both cases are excluded.

*Part (c).* At large |ω|, a sum of Lorentzians of positive weight falls as ω⁻², while S_cl falls as ω⁻⁴. They cannot be equal. For γ > 2Ω, equation (2) and a² − b² = γ(a − b) give

S_cl = [2T/(a − b)] [1/(ω² + b²) − 1/(ω² + a²)].

The minus sign is what cancels the ω⁻² tails.

*Part (d), classical.* Put x = ω² and M(x) = (x − Ω²)² + γ²x, so that S_cl = 2Tγ/M. From M' = 2(x − Ω²) + γ², the minimum of M is at x = Ω² − γ²/2. If this is positive, S_cl has two peaks at ω = ±√(Ω² − γ²/2). If it is zero or negative, M rises for all x > 0 and the single peak is at zero.

*Part (d), quantum.* The relation between S and χ'' gives

[S(ω) + S(−ω)]/2 = χ''(ω) coth(ω/2T) = γF(x)/M(x),  F = ω coth(ω/2T).

With ν_n = 2πnT, the standard expansion of the hyperbolic cotangent is

F(x) = 2T [1 + 2 Σ_{n≥1} x/(x + ν_n²)].

Each term is concave in x, so F'' < 0, while M'' = 2. The slope of F/M has the sign of G = F'M − FM', and G' = F''M − FM'' < 0. If G(0) ≤ 0, the spectrum falls from ω = 0 onwards. If G(0) > 0, it first rises and later falls, which gives two symmetric peaks. Using Σ 1/n² = π²/6,

F(0) = 2T,  F'(0) = 4T Σ 1/ν_n² = 1/(6T),

G(0) = Ω⁴/(6T) − 2T(γ² − 2Ω²).

The condition G(0) ≤ 0 is the stated one. ∎

**Remark 1: two different crossovers**

Take round model parameters Ω = 0.010 eV and T = 0.050 eV. The classical spectrum becomes single-peaked at γ = √2 × 0.010 = 0.0141 eV, but the poles become imaginary at 2Ω = 0.020 eV. Three dampings show the sequence.

For γ = 0.004 eV, S_cl peaks at √(0.010² − 0.004²/2) = 0.0096 eV, and the Lorentzians of χ'' are centred at √(0.010² − 0.002²) = 0.0098 eV.

For γ = 0.016 eV, S_cl has one central peak, yet χ'' is still a Lorentzian pair, with centres ±√(0.010² − 0.008²) = ±0.006 eV and half width 0.008 eV. A central peak alone does not prove that the mode is overdamped.

For γ = 0.030 eV the root is √(0.015² − 0.010²) = 0.01118 eV, and the rates are a = 0.0262 eV and b = 0.0038 eV. The slow relaxation time ħ/b is 172 fs.

Even then χ'' vanishes at ω = 0 and peaks elsewhere. Setting the derivative of M/√x to zero gives

3x² + (γ² − 2Ω²)x − Ω⁴ = 0,

which has one positive root. For γ = 0.030 eV the peak of χ'' is at 0.0037 eV. The factor 2T/ω turns this odd function into a central peak of S_cl.

For the symmetrised spectrum the order of the crossovers can reverse at low temperature. For T = 0.0015 eV, with Ω and γ treated as given,

γ² = 2 × 10⁻⁴ + 10⁻⁸/(12 × 0.0015²) = 5.70 × 10⁻⁴ eV²,

so the symmetrised spectrum keeps two peaks up to γ = 0.0239 eV, beyond the pole collision. These thresholds do not apply to the unsymmetrised S. Since S(−ω) = e^{−ω/T}S(ω), the absorption peak sits on a sloping factor and disappears earlier, while the creation peak is still displaced from zero. At T = 0.0015 eV this happens near γ = 0.003 eV, with the remaining peak near 0.0099 eV; at T = 0.050 eV it happens near γ = 0.013 eV, with the remaining peak near 0.005 eV. Peaks should be counted after detailed balance has been divided out or the spectrum has been symmetrised.

**Remark 2: what the negative Lorentzian means**

Fourier inversion of part (c) uses ∫(dω/2π) e^{−iωt}/(ω² + b²) = e^{−b|t|}/(2b). For t > 0 the classical correlation function is

C(t)/C(0) = (a e^{−bt} − b e^{−at})/(a − b),  C(0) = T/(ab) = T/Ω².

Its initial slope, (−ab + ab)/(a − b), is zero, because a coordinate with inertia cannot jump into exponential decay. Two decays of positive weight would start with a negative slope. In the example the area fractions are a/(a − b) = 1.17 and −b/(a − b) = −0.17.

The area T/Ω² holds for every γ. Since D is analytic for Im ω > 0 and falls as ω⁻², closing the contour there gives ∫dω χ''/ω = −πD(0) = π/Ω², and ∫S_cl dω/2π is T/π times this. At fixed Ω, damping redistributes the intensity without changing the classical variance; at fixed ω0 the coupling also shifts Ω, as Ω² = ω0² − γΛ in Lemma 2 shows. For a single oscillator of mass m = 50 u the rms displacement √(T/(mΩ²)) is 0.20 Å at all three dampings; a phonon of one wavevector, spread over N cells, contributes a share of order 1/N of such a mean-square displacement to each atom.

**Remark 3: what a fit would show**

For γ = 0.030 eV, the best antisymmetric pair found for χ'' over 0 ≤ ω ≤ 4Ω misses by up to 16% of the peak height. Its centre runs to the lower limit of the search, near zero. There the pair tends to a multiple of ω/(ω² + w²)², the critically damped shape, which is as close to overdamping as this family comes.

The classical spectrum is more deceptive. Two free Lorentzians of positive weight, fitted over |ω| ≤ 4Ω, miss S_cl by 5.9%, 5.1% and 0.8% of the peak for the three dampings in rising order. Of the three, the overdamped case is thus fitted best within the window. Part (c) makes this plausible: at ω = 0 the subtracted term is only (b/a)² ≈ 0.02 of the narrow one, so the central peak is close to a single Lorentzian. The difference in functional form shows in the wings: extrapolated to ω = 10Ω, outside the fitted window, the fit exceeds S_cl by a factor of 13, and by 57 and 36 for γ = 0.004 and 0.016 eV. This compares the two functions only, since for T = 0.050 eV that point is ω = 2T, where the full S exceeds S_cl by 2/(1 − e⁻²) ≈ 2.3. A good fit to the central peak does not establish the line shape, and its centres are not phonon energies.

**Remark 4: width and position of the central peak**

Setting M(h²) = 2Ω⁴ gives the half width h of the central peak of S_cl:

h⁴ + (γ² − 2Ω²)h² − Ω⁴ = 0.

For γ ≫ Ω this gives h ≈ Ω²/γ, the rate at which friction lets the restoring force pull Q back. More damping makes the central peak narrower: h falls from 0.0037 eV at γ = 0.030 eV to 0.0017 eV at γ = 0.060 eV. Reading h as a phonon damping would reverse the trend.

For γ well above √2 Ω, the unsymmetrised S peaks slightly on the energy-loss side. Near zero and at high T,

S ∝ 1 + ω/(2T) − (γ² − 2Ω²)ω²/Ω⁴,

with the maximum at ω ≈ Ω⁴/[4T(γ² − 2Ω²)]. For γ = 0.030 eV this is 10⁻⁸/(0.2 × 7 × 10⁻⁴) = 7.1 × 10⁻⁵ eV, far below the width.

**Remark 5: where the line shape fails**

The bath of Lemma 2 shows the cost of a finite cutoff. For γ = 0.030 eV, the largest value of |D_bath − D_osc|/|D_osc|, with D_bath the Green function of the bath model and D_osc = 1/(z² − Ω² + iγz) the oscillator form, evaluated at z = ω + 0.2iΩ with 0 ≤ ω ≤ 3Ω, is 7.5% for Λ = 0.30 eV and 3.7% for Λ = 0.60 eV. It roughly halves when Λ doubles, as the term γω²/Λ suggests.

A slow bath changes the spectrum qualitatively. Keep Ω and γ = 0.030 eV but take Λ = 0.003 eV. For ω ≫ Λ the bath cannot follow, and Π(ω) − Π(0) tends to the real constant γΛ. The mode then oscillates near

√(Ω² + γΛ) = √(1.9 × 10⁻⁴) = 0.0138 eV.

The computed S_cl has a side peak at 0.0136 eV together with a central peak. The condition γ > 2Ω is a reliable sign of an overdamped line only when the self-energy is close to linear in ω across the spectrum. By part (d), Assumption A gives S_cl either one central peak or two side peaks, never all three. A central peak accompanied by side peaks of the same mode therefore calls for a Π(ω) that departs from the linear form Π(0) − iγω, not for a larger γ. In measured spectra this presumes that the central intensity is dynamic and belongs to Q: elastic scattering from static disorder, the δ(ω) part excluded at the start and broadened by the resolution, or scattering from other excitations can also give a central peak. The numerical check checks these results numerically.

Computed values

```
renormalised frequency W: 0.0100 eV
thermal energy kT: 0.0500 eV
cold thermal energy: 0.0015 eV
model mass: 50.0 u
rms displacement, classical: 0.2045 angstrom
damping g: 0.0040 eV
  peak of classical S: 0.00959 eV
  peak of chi'': 0.00980 eV
  chi'' pair fit, centre: 0.00980 eV
  chi'' pair fit, half width: 0.00200 eV
  chi'' pair fit, worst miss: 0.000 % of peak
  S positive fit, worst miss: 5.908 % of peak
  S positive fit / true S at 10 W: 57.2 (ratio)
damping g: 0.0160 eV
  peak of classical S: 0.00000 eV
  peak of chi'': 0.00701 eV
  chi'' pair fit, centre: 0.00600 eV
  chi'' pair fit, half width: 0.00800 eV
  chi'' pair fit, worst miss: 0.000 % of peak
  S positive fit, worst miss: 5.090 % of peak
  S positive fit / true S at 10 W: 35.7 (ratio)
damping g: 0.0300 eV
  peak of classical S: 0.00000 eV
  peak of chi'': 0.00367 eV
  chi'' pair fit, centre: 0.00001 eV
  chi'' pair fit, half width: 0.00834 eV
  chi'' pair fit, worst miss: 16.408 % of peak
  S positive fit, worst miss: 0.846 % of peak
  S positive fit / true S at 10 W: 13.0 (ratio)
one-peak threshold, classical: 0.01414 eV
one-peak threshold, kT = 0.0500 eV: 0.01415 eV
one-peak threshold, kT = 0.0015 eV: 0.02388 eV
pole-collision damping 2W: 0.0200 eV
overdamped fast rate a: 0.02618 eV
overdamped slow rate b: 0.00382 eV
slow relaxation time: 172.3 fs
area weight of narrow Lorentzian: 1.1708
area weight of broad Lorentzian: -0.1708
half width of S, g = 0.030 eV: 0.00374 eV
half width of S, g = 0.060 eV: 0.00171 eV
shift of full S maximum: 7.144e-05 eV
shift from formula: 7.143e-05 eV
oscillator-form error, cutoff 0.30 eV: 7.50 %
oscillator-form error, cutoff 0.60 eV: 3.67 %
correlation error, cutoff 0.60 eV: 0.0036 of C(0)
slow-bath cutoff: 0.0030 eV
slow-bath side peak: 0.01363 eV
quartic test, Pi(inf) from D: 0.8035 (model units)
quartic test, 12 lambda <Q^2>: 0.8035 (model units)
```
